Large-deflection Ritz calculation of bifurcation in a film-coated circular wafer

A thinned wafer carrying a tensile film bows into a shallow cap. While the bow is small, the cap has equal curvatures in all directions, and its curvature measures the film force. As the mismatch strain grows, the cap must stretch the wafer's mid-plane, because a surface curved in two directions cannot be laid flat without strain. Bending mostly about one axis avoids much of this stretching. At what mismatch strain does the symmetric cap give way to such a shape, and how accurate is a calculation that assumes constant curvature?

**Energy and assumptions**

The wafer is a disc of radius R and thickness h, free at its edge, cut on the (001) plane of a cubic crystal, with x and y along the <100> directions. Its plane-stress stiffnesses are Q11, Q12, Q66 and its compliances S11, S12, S66. Slopes are small and elasticity is linear. The film, on the face z = h/2, has thickness h_f ≪ h, biaxial modulus M_f and uniform mismatch strain ε_m, positive for tension. Its force per unit length is

f = M_f h_f ε_m.

For a mid-plane deflection w and in-plane displacements u, v, the strain at height z is the mid-plane strain minus z times the second derivatives of w. The mid-plane strains are

e_xx = u_x + w_x²/2, e_yy = v_y + w_y²/2, γ = u_y + v_x + w_x w_y.

To first order in h_f, the film energy per area changes by f times the trace of the strain at z = h/2:

f(e_xx + e_yy) − m(w_xx + w_yy), m = fh/2.

Positive curvature lowers the energy when f > 0, so a tensile film lies on the concave side.

The in-plane part simplifies. Let I = (1,1,0) and let N = hQe + fI be the total membrane force of wafer and film. Then e = S(N − fI)/h, and

(h/2)e·Qe + f I·e
= (1/2h)(N − fI)·S(N − fI) + (f/h) I·S(N − fI)
= (1/2h)(N·SN − f² I·SI).

The terms linear in N cancel and the last term is constant. The film therefore drives the shape only through the moment m.

**Membrane energy of a constant-curvature shape**

Take as trial deflection

w = (a x² + b y²)/2 + t xy, G = ab − t²,

where G is the Gaussian curvature. Minimising over u and v gives in-plane equilibrium and a force-free edge. An Airy function φ with N_xx = φ_yy, N_yy = φ_xx, N_xy = −φ_xy satisfies both if φ and its normal derivative vanish at r = R. Eliminating u and v from the strains gives the compatibility condition

e_xx,yy + e_yy,xx − γ,xy = w_xy² − w_xx w_yy = −G.

The constant fI disappears on differentiation. Inserting e in terms of φ and multiplying by h,

S11(φ_xxxx + φ_yyyy) + (2S12 + S66)φ_xxyy = −hG.

Try φ = C(R² − r²)², which meets both edge conditions. Since r⁴ = x⁴ + 2x²y² + y⁴, we have φ_xxxx = φ_yyyy = 24C and φ_xxyy = 8C. Hence

C(48S11 + 16S12 + 8S66) = −hG,
1/E* = (6S11 + 2S12 + S66)/8, C = −E*hG/64.

For an isotropic wafer E* is Young's modulus. The membrane energy is half the integral of N times the strain SN/h. Two integrations by parts, without edge terms, move the derivatives from φ to the strain:

U = ½∫φ(−G) dA = (E*hG²/128)∫(R² − r²)² dA.

The integral equals πR⁶/3. Dividing by πR² gives the energy per area

U/(πR²) = E*hR⁴G²/384.

**Threshold**

Write a = s + d and b = s − d, and define D_ij = Q_ij h³/12 and q = E*hR⁴/192. The bending energy is

½D11(a² + b²) + D12 ab + 2D66t²
= (D11 + D12)s² + (D11 − D12)d² + 2D66t².

The total energy per area, apart from a constant, is

V = (D11 + D12)s² + (D11 − D12)d² + 2D66t² + (q/2)(s² − d² − t²)² − 2ms.

On the cap, d = t = 0 and ∂V/∂s = 0 gives

(D11 + D12)s + qs³ = m.

For small s this is Stoney's linear relation; the cubic term is the stretching. The second-order change of V for small d and t is

(D11 − D12 − qs²)d² + (2D66 − qs²)t².

Terms mixing s with d or t vanish by symmetry, and the stiffness against s is positive. Stretching therefore destabilises the cap when qs² reaches the smaller splitting stiffness. With

k = min(Q11 − Q12, 2Q66), k_D = kh³/12,

the critical curvature follows from κ_c² = k_D/q:

κ_c = (4h/R²)√(k/E*).

The cap equation then gives m_c = (D11 + D12 + k_D)κ_c. Since f = 2m/h,

f_c = (2/3)(Q11 + Q12 + k)(h³/R²)√(k/E*), ε_c = f_c/(M_f h_f).

If k = Q11 − Q12, the principal curvatures separate along <100>. If k = 2Q66, the twist t appears first, and its principal directions are <110>.

For an isotropic wafer with Poisson ratio ν and biaxial modulus M_s = E/(1 − ν), we have k = E/(1 + ν) and Q11 + Q12 + k = 2M_s/(1 + ν), so

f_c = 4M_s h³/[3R²(1 + ν)^(3/2)].

**Shapes beyond threshold**

Take k = Q11 − Q12, the case of silicon below. With t = 0 and d ≠ 0, stationarity in d gives

2d(k_D − q ab) = 0, hence ab = κ_c².

Stationarity in s becomes (D11 + D12 + k_D)s = m. Because D12 + k_D = D11, this is 2D11s = m, or a + b = m/D11. At threshold m_c = 2D11κ_c. With μ = ε_m/ε_c, the sum is 2μκ_c and the product κ_c², so

a, b = κ_c[μ ± √(μ² − 1)].

The splitting starts continuously, as d = κ_c√(μ² − 1). Within the constant-curvature model, the curvatures for μ ≫ 1 tend to 2μκ_c and κ_c/(2μ), a nearly cylindrical shape. The second limit does not describe the mean curvature of the silicon wafer treated below. There the larger basis gives a smaller mean curvature of 0.20 m⁻¹ at μ = 2 and 0.26 m⁻¹ at μ = 5, where the closed form gives 0.07 and 0.03 m⁻¹.

Stability follows from the second derivatives

V_aa = D11 + qb², V_bb = D11 + qa², V_ab = D12 + 2q ab = D11 + k_D.

Using q(a² + b²) = k_D(4μ² − 2) and q²a²b² = k_D²,

V_aa V_bb − V_ab²
= D11² + D11k_D(4μ² − 2) + k_D² − (D11 + k_D)²
= 4D11k_D(μ² − 1).

This is positive above threshold. The twist stiffness, V_tt = 4D66 − 2k_D, is positive if 2Q66 > Q11 − Q12. For an isotropic wafer it is zero: the axis of bending can turn without energy cost.

**Imperfect film stress**

Suppose the film forces along x and y are f(1 + δ) and f(1 − δ). Completing the square still leaves a constant, and the moment term becomes −2m(s + δd). With p = q(s² − d²), stationarity gives

(D11 + D12 + p)s = m, (k_D − p)d = mδ.

Set m = m_c and p = k_D + ζ with ζ small. The first equation gives s² ≈ κ_c²(1 − ζ/D11). Substitution into the definition of p yields

k_D + ζ = k_D(1 − ζ/D11) − qd²,
ζ = −qd²/(1 + k_D/D11).

The second equation is −ζd = 2D11κ_cδ. Dividing by qκ_c³ = k_Dκ_c,

(d/κ_c)³ = 2δ(D11 + k_D)/k_D.

This is the leading term for small δ. The cube root means that a small stress anisotropy produces a large difference in curvature at threshold.

**Algorithm for non-constant curvature**

The trial shape is not an exact plate solution. Its membrane forces, acting on the curved surface, leave a transverse load that uniform bending cannot balance, and it violates the moment-free edge condition. On the cap the normal edge moment is

(D11 + D12)s − m = −qs³,

instead of zero. The remedy is a larger basis. With lengths in units of R, let

w = Σ c_i W_i, W = T_m(x)T_n(y), 2 ≤ m + n ≤ n_max,

where T_n are Chebyshev polynomials. Constant and linear parts of w do no work. Expand φ in functions ψ_k = (1 − r²)²T_m(x)T_n(y) of Chebyshev degree m + n up to 2(n_max − 2), the degree of the Gaussian curvature. This space contains the exact φ. The compatibility operator maps it into polynomials of degree 2(n_max − 2), a space of equal dimension. No nonzero clamped φ is mapped to zero, since it would have zero membrane energy. The map is therefore invertible.

Let g_k = ½c·P_k c be the disc average of ψ_k times the Gaussian curvature, A the positive membrane matrix of the ψ_k, B the bending matrix and F the film load vector. The weak compatibility equation gives Airy coefficients −A⁻¹g, and the energy is

V(c) = ½c·Bc + ½g·A⁻¹g − F·c.

With λ = A⁻¹g and J the matrix whose rows are P_k c,

gradient = Bc + Σ λ_k P_k c − F,
Hessian H = B + Σ λ_k P_k + JᵀA⁻¹J.

The steps are as follows.

1. Raise the load from zero and solve for the cap by Newton's method. Keep only combinations even in x and y and unchanged by exchanging them, so that the iteration cannot leave the symmetric branch.
2. Form H in the full basis and find the lowest eigenvalue Λ of Hv = ΛBv. For n_max = 2 the splitting mode has Λ = 1 − qs²/(D11 − D12).
3. Locate a zero of the lowest Λ by bracketing, here between 0.5 and 3 times the closed-form load.
4. Above threshold, start from the closed-form unequal curvatures, minimise V in a trust region, finish with Newton steps, and require H to be positive definite.

At n_max = 2 the numerical thresholds agreed with the closed form to a relative 10⁻⁶ for silicon, for an isotropic plate with ν = 0.3, and for silicon's Q11 and Q12 with Q66 reduced to 30 GPa. A separate energy, built from cubic in-plane displacements and integrated through wafer and film, gave 1.00015 times the closed-form threshold for a film 10⁻⁵ as thick as the wafer.

**A thinned silicon wafer with a tungsten film**

Take R = 50 mm, h = 200 μm and h_f = 500 nm. The example inputs, chosen to be typical of room temperature and not meant as precise data, are C11, C12, C44 = 166, 64, 80 GPa for silicon, and Young's modulus 410 GPa with Poisson ratio 0.28 for tungsten. They give Q11 = 141.3 GPa, Q12 = 39.3 GPa, E* = 147.5 GPa and M_f = 569 GPa. The splitting stiffnesses are 102 GPa along <100> and 160 GPa along <110>, so <100> is selected. Then

κ_c = (4 × 2×10⁻⁴/0.05²) √(102/147.5) = 0.32 × 0.832 = 0.266 m⁻¹.

Here h³/R² = 3.2×10⁻⁹ m and Q11 + Q12 + k = 2Q11, so

f_c = (4/3)(141.3×10⁹)(3.2×10⁻⁹)(0.832) ≈ 501 N/m,
ε_c = 501/(569×10⁹ × 5×10⁻⁷) ≈ 0.00176 = 0.176 %.

The film stress is about 1.0 GPa, and the bow κ_cR²/2 is 333 μm, 1.7 wafer thicknesses. Within the constant-curvature model, Stoney's relation applied to this curvature would return the fraction

(Q11 + Q12)/(2Q11) = 180.6/282.6 = 0.64

of the true stress, an error of 36 % before any asymmetry appears. At 0.10 % mismatch the cap curvature is 0.186 m⁻¹, against 0.236 m⁻¹ from Stoney's relation.

At 0.25 % mismatch, μ = 1.42 and √(μ² − 1) = 1.01. The closed form gives curvatures 0.646 and 0.110 m⁻¹, in the ratio 5.9. The constant-curvature cap, with curvature 0.323 m⁻¹, still satisfies equilibrium but is unstable and has higher energy. The same holds for the cap in the degree-8 basis described below, whose mean curvature is 0.381 m⁻¹.

**Errors of the estimate**

The richer basis gives thresholds 1.026, 1.033 and 1.033 times the closed form for n_max = 4, 6 and 8. The degree-8 critical mismatch is 0.182 %. These values need not approach their limit from one side: enlarging the basis lowers the minimum energy, but a threshold is a zero of a curvature of that energy, not its minimum.

The shapes are less accurate than the threshold. At its own threshold the degree-8 cap has mean curvature 0.304 m⁻¹, not 0.266. Stoney's relation then returns 0.71 of the true film stress if given this mean curvature, and 0.59 if given the curvature inferred from the centre-to-edge bow along <100>, instead of 0.64. At 0.25 % mismatch its disc-averaged curvatures are 0.619 and 0.206 m⁻¹, with degree 6 agreeing within 0.001 m⁻¹. The closed form is 4 % too high for the larger curvature, but 47 % too low for the smaller, relative to degree 8. The ratio of mean curvatures is 3.0, so the wafer is much less cylindrical at this mismatch than the constant-curvature formula says.

The edge moments show one way in which the constant-curvature shape fails. On the split branch, m = D11(a + b), and the normal moments at the ends of the x and y axes are

D11a + D12b − m = −k_D b,
D11b + D12a − m = −k_D a.

Both should be zero, and the second error is larger because a > b. These residuals alone do not fix the changes in the mean curvatures; the sign and size of those changes come from the numerical solution.

Restoring the film's finite thickness and stiffness, within constant curvature, raises the threshold by 3.7 %. If this and the 3.3 % shape correction simply multiply, the critical mismatch is about 0.19 %. Ignoring crystal anisotropy can matter more, depending on the isotropic substitute. One with the same Q11 + Q12 and the average of the two splitting stiffnesses puts the constant-curvature threshold 23 % too high; one that keeps the <100> splitting stiffness puts it 6 % too high.

Gravity can be estimated for a cap resting on a ring at its edge. The mean height relative to the ring is −sR²/4, so a weight p per area adds −psR²/4 to V. Comparison with −2ms gives an equivalent moment pR²/8. With the density set to 2330 kg/m³, p = 4.57 N/m² and this moment is 2.85 % of m_c. It assists or opposes the film according to which face is up. This estimate applies only to the equal-curvature cap. Within constant curvature, a split shape has an uneven edge and rests on the ring at its lowest edge points, which raises its mean height by |d|R²/2 and adds p|d|R²/2 to V, whichever face is up. Because this term is linear in |d|, it keeps the constant-curvature cap locally stable even above the weightless threshold. The degree-8 silicon cap does not have a level edge: at its threshold the bow is about 14 μm larger along <100> than along <110>. With the film face up it rests on its <110> points, where the splitting mode has zero height, so the energy rise grows roughly as d² for small d instead of linearly. With the film face down it rests on its <100> points, and the rise approaches p|d|R²/2 once two of them lift off. At 1.15 times the degree-8 threshold load the cap on the ring is locally stable in both positions. The thresholds and split shapes given here therefore apply when the weight is negligible or compensated, not to a wafer resting on such a ring. The edge slope at threshold is 0.013 rad for constant curvature and at most 0.016 rad for the degree-8 cap, consistent with the shallow-plate assumption.

**Comparison with process conditions**

A stress near 1 GPa is high but attainable in sputtered tungsten, and 200 μm represents a thinned wafer. At a thickness of roughly 525 μm, more usual for a 100 mm wafer, f_c is larger by (525/200)³ ≈ 18. The same 500 nm film would then need about 18 GPa, which is not a realistic film stress. The derivation also assumes equal film stress in all directions. Near threshold, a small departure from this has a large effect if the stress axes lie along <100>. If they lie along <110>, the twist stiffness is still positive and the effect is much smaller: within constant curvature, δ = 1 % then gives a half-difference of only about 0.05κ_c. The following values are for axes along <100>. With δ = 1 %, the cube-root law gives d/κ_c = (0.0477)^(1/3) = 0.36. Direct minimisation within constant curvature, at the ideal threshold, gives curvatures 0.371 and 0.177 m⁻¹, or d/κ_c = 0.36. The degree-8 basis, at its own threshold, gives mean curvatures 0.395 and 0.224 m⁻¹, a somewhat smaller difference. If the wafer's weight is compensated, a bow measurement would show a gradual separation of the two curvatures, not a sharp onset. Scans along two perpendicular <100> directions can reveal it when the stress axes lie along them.

The film must also stay attached. Its stored elastic energy per area at threshold is f_cε_c = 0.88 J/m². Not all of this is released when the film peels behind a long straight front, because the strain parallel to the front remains. With the wafer's small deformation neglected, the released fraction is (1 + ν)/2 = 0.64 for the film's ν = 0.28, or about 0.57 J/m². If the interface toughness is lower than this, delamination can precede the bifurcation. The numerical output below lists the main values used here.

Calculated quantities

```
wafer radius: 50 mm
wafer thickness: 200 um
film thickness: 500 nm
Si C11: 166 GPa
Si C12: 64 GPa
Si C44: 80 GPa
W Young modulus: 410 GPa
W Poisson ratio: 0.28
Si density: 2330 kg/m3
film biaxial modulus M_f: 569.4 GPa
wafer Q11: 141.3 GPa
wafer Q12: 39.33 GPa
splitting stiffness along <100>, Q11-Q12: 102 GPa
splitting stiffness along <110>, 2 Q66: 160 GPa
membrane modulus Estar: 147.5 GPa
critical film force: 501.5 N/m
critical mismatch strain: 0.1761 %
critical film stress: 1003 MPa
critical curvature: 0.2661 1/m
critical radius of curvature: 3.757 m
critical bow (centre to edge): 332.7 um
Stoney stress / true stress at threshold: 0.6391
low mismatch: 0.1 %
low mismatch / critical: 0.5678
cap curvature at low mismatch: 0.1855 1/m
Stoney curvature at low mismatch: 0.2364 1/m
high mismatch: 0.25 %
high mismatch / critical (mu): 1.419
larger curvature at high mismatch: 0.6458 1/m
smaller curvature at high mismatch: 0.1097 1/m
unstable cap curvature at high mismatch: 0.3228 1/m
curvature ratio at high mismatch: 5.889
threshold ratio to closed form, degree 4: 1.0255
threshold ratio to closed form, degree 6: 1.033
threshold ratio to closed form, degree 8: 1.0326
degree-8 critical mismatch: 0.1819 %
degree-8 mean cap curvature at its threshold: 0.3037 1/m
degree-6 larger mean curvature, high mismatch: 0.6181 1/m
degree-6 smaller mean curvature, high mismatch: 0.2061 1/m
degree-8 larger mean curvature, high mismatch: 0.6185 1/m
degree-8 smaller mean curvature, high mismatch: 0.2062 1/m
threshold ratio, film 1e-5 of wafer thickness: 1.000149
threshold ratio, real film thickness and stiffness: 1.0373
threshold ratio, isotropic average of Si: 1.231
gravity moment / critical film moment: 2.85 %
film stress anisotropy delta: 1 %
larger curvature at threshold with delta: 0.3707 1/m
smaller curvature at threshold with delta: 0.1765 1/m
edge slope at threshold: 0.0133 rad
stored film energy at threshold: 0.883 J/m2
```
